# The infrared phase gate in attosecond streaking with Volkov final states

**Q:** An attosecond pulse ejects an electron while an infrared field is present. People say that the infrared "gates" the pulse. A gate opens and closes, but this field is on all the time. What is being gated?

**A:** Let the amplitude answer that. I use Hartree atomic units with electron charge $-1$, so the interaction is $\mathbf r\cdot\mathbf E$. The infrared field is $\mathbf E_L=-d\mathbf A/dt$, with $\mathbf A=0$ after the pulse. The attosecond field $\mathbf E_X(t-\tau)$ arrives at time $\tau$. Both are uniform across the atom, and one electron is active.

The attosecond field is weak, so I write the state as $\psi_0+\psi_1$, with $\psi_1$ of first order in $\mathbf E_X$:

$$i\partial_t\psi_1=H_L\psi_1+\mathbf r\cdot\mathbf E_X(t-\tau)\,\psi_0 .$$

$H_L$ contains the ionic potential and the infrared field. I now make two approximations. The infrared leaves the initial state alone, so $\psi_0=\phi_0e^{iI_pt}$ with binding energy $I_p$. After release the ionic potential is dropped, so $H_L\to H_V=-\tfrac12\nabla^2+\mathbf r\cdot\mathbf E_L$. For a state obeying $i\partial_t\psi_{\mathbf p}=H_V\psi_{\mathbf p}$, the $H_V$ terms cancel in the time derivative of the overlap:

$$i\frac{d}{dt}\langle\psi_{\mathbf p}|\psi_1\rangle=\langle\psi_{\mathbf p}|\mathbf r\cdot\mathbf E_X|\psi_0\rangle .$$

Integration from $\psi_1=0$ gives

$$a=-i\int dt\,\langle\psi_{\mathbf p}(t)|\mathbf r\cdot\mathbf E_X(t-\tau)|\phi_0\rangle e^{iI_pt}.$$

**Q:** You need those states explicitly. What are they?

**A:** They are the Volkov states,

$$\psi_{\mathbf p}=(2\pi)^{-3/2}e^{i(\mathbf p+\mathbf A)\cdot\mathbf r-iS(t)},\qquad S=\tfrac12\int_{t_0}^t(\mathbf p+\mathbf A)^2dt'.$$

Substitution confirms this. The time derivative gives $i\partial_t\psi_{\mathbf p}=(-\dot{\mathbf A}\cdot\mathbf r+\dot S)\psi_{\mathbf p}$, which equals $[\mathbf r\cdot\mathbf E_L+\tfrac12(\mathbf p+\mathbf A)^2]\psi_{\mathbf p}$. The Laplacian term supplies the same kinetic energy, so the two sides agree. The velocity at time $t$ is $\mathbf p+\mathbf A(t)$. Once $\mathbf A=0$ the state is a plane wave, so $\mathbf p$ is the momentum that reaches the detector.

**Q:** The action runs from some early time $t_0$. How can that tell me about the moment of release?

**A:** Turn it around. Let $T_f$ be a time after the infrared pulse. The bra carries $e^{+iS}$, and

$$S(t)=\tfrac12\int_{t_0}^{T_f}(\mathbf p+\mathbf A)^2dt'-\tfrac12\int_t^{T_f}(\mathbf p+\mathbf A)^2dt'.$$

The first term does not depend on $t$. It is a phase fixed by $\mathbf p$ and drops out of $|a|^2$. Expanding the square in the second gives

$$-\frac{p^2}{2}(T_f-t)-\int_t^{T_f}\left(\mathbf p\cdot\mathbf A+\frac{A^2}{2}\right)dt'.$$

The piece with $T_f$ is again constant in $t$. Since $\mathbf A=0$ beyond $T_f$, the last integral may run to infinity. With $\mathbf d(\mathbf v)=(2\pi)^{-3/2}\int e^{-i\mathbf v\cdot\mathbf r}\,\mathbf r\,\phi_0\,d^3r$, the amplitude is, up to that constant phase,

$$a(\mathbf p,\tau)=-i\int dt\,\mathbf E_X(t-\tau)\cdot\mathbf d(\mathbf p+\mathbf A(t))\,e^{i\varphi_{\mathbf p}(t)}e^{i(p^2/2+I_p)t},$$

$$\varphi_{\mathbf p}(t)=-\int_t^\infty\left[\mathbf p\cdot\mathbf A(t')+\tfrac12A^2(t')\right]dt'.$$

Now write $\mathbf E_X(t)=\mathrm{Re}[\mathbf F(t)e^{-i\Omega t}]$ with a slowly varying envelope $\mathbf F$. The half rotating as $e^{-i\Omega t}$ can cancel the fast phase $e^{i(p^2/2+I_p)t}$; the other half cannot. Keeping the first half, with $W=p^2/2$,

$$a\simeq-\frac i2e^{i\Omega\tau}\int dt\,\mathbf F(t-\tau)\cdot\mathbf d(\mathbf p+\mathbf A)\,e^{i\varphi_{\mathbf p}(t)}e^{i(W+I_p-\Omega)t}.$$

Apart from the dipole, to which I return below, this is a Fourier transform of the pulse envelope multiplied by $e^{i\varphi_{\mathbf p}(t)}$. That factor has modulus one. Nothing opens or closes: the gate imprints a phase that depends on the time of release.

**Q:** A phase of modulus one should not change a measured spectrum.

**A:** A constant phase would not, but this one varies in time. Its derivatives are

$$\dot\varphi_{\mathbf p}=\mathbf p\cdot\mathbf A+\tfrac12A^2,\qquad\ddot\varphi_{\mathbf p}=(\mathbf p+\mathbf A)\cdot\dot{\mathbf A}=-(\mathbf p+\mathbf A)\cdot\mathbf E_L .$$

The first shifts the frequency and the second adds a chirp. For an unchirped envelope and a dipole of slowly varying phase, the integral is largest where the total phase is stationary:

$$\frac{p^2}{2}+\mathbf p\cdot\mathbf A+\frac{A^2}{2}=\frac{(\mathbf p+\mathbf A)^2}{2}=\Omega-I_p .$$

So the electron is released with its field-free speed $v_0=\sqrt{2(\Omega-I_p)}$. Emitted forward along the polarization axis it arrives with $p=v_0-A(\tau)$, and emitted backward with $p=-v_0-A(\tau)$, which is the classical streaking law.

**Q:** Give me numbers, and compare them with something that does not assume Volkov states.

**A:** Take a one-dimensional model atom with potential $-\kappa^2\,\mathrm{sech}^2(\kappa x)$, bound by $\kappa^2/2=20$ eV, so $\kappa=1.212$ a.u. The photon energy is 90 eV, which leaves 70 eV and $v_0=2.268$ a.u. The attosecond pulse has an intensity FWHM of 250 as, or an rms duration $\sigma=106.2$ as. The infrared is an 800 nm pulse, three cycles long from start to end, with peak intensity $10^{12}$ W/cm², $A=-A_0\cos^2(\pi t/T)\sin\omega t$, $A_0=0.0937$ a.u. and $T=8.01$ fs. For comparison, the time-dependent Schrödinger equation was solved on a grid with the potential and both fields present throughout.

Release at $t=0$ meets a zero of $A$, and release a quarter cycle later meets $A=-0.0874$ a.u. The gate phase falls from 3.60 rad to 0.04 rad between these times. The stationary-phase law predicts a momentum shift of $+0.0874$ a.u. for the later release. The full equation gives 0.0847 and the Volkov integral 0.0846.

**Q:** Your classical law is off by three percent. Why?

**A:** The pulse samples $A$ over its own duration. Fix $p$ in the gate at the stationary value $p_c=v_0-A(\tau)$, take a flat dipole, and let $G=Fe^{i\varphi}$ with real $F$. With $w=W+I_p-\Omega$, the amplitude is proportional to $b(w)=\int Ge^{iwt}dt$. Integration by parts gives $wb=\int i\dot G\,e^{iwt}dt$, so Parseval's theorem yields

$$\langle w\rangle=\frac{\int G^*i\dot G\,dt}{\int|G|^2dt}=-\langle\dot\varphi\rangle .$$

The term with $F\dot F$ integrates to zero. The average on the right is weighted by $F^2$, a Gaussian of rms width $\sigma$. Write $A(t)=A(\tau)+\delta A$. Since $p_c+A(\tau)=v_0$, to first order in $\delta A$

$$\dot\varphi=p_cA+\tfrac12A^2\simeq\tfrac12(v_0^2-p_c^2)+v_0\,\delta A .$$

With $w=W-v_0^2/2$ this gives $\langle W\rangle\simeq p_c^2/2-v_0\langle\delta A\rangle$. The corresponding momentum is $p_c-(v_0/p_c)\langle\delta A\rangle\simeq p_c-\langle\delta A\rangle=v_0-\langle A\rangle$, where setting $v_0/p_c$ to one alters only the small correction, by about 4 percent of itself. The momentum shift is therefore $-\langle A\rangle$. Averaging the sine over that Gaussian multiplies it by $e^{-\omega^2\sigma^2/2}$. Here $\omega\sigma=2\pi\times106.2/2669=0.250$, so the factor is 0.969 and the shift becomes $0.0874\times0.969\approx0.085$ a.u. This neglects the slow change of the infrared envelope during the attosecond pulse; including it gives $-\langle A\rangle=0.0846$ a.u., the Volkov value.

**Q:** You fixed $p$ in the gate. But your gate contains $\mathbf p$, so each detected momentum sees a different one. Is it a gate at all?

**A:** Strictly, it is a family of gates. One common gate, such as a reconstruction by repeated Fourier transforms would want, appears after replacing $p$ by a central value. The cost can be found. With $p$ frozen at $v_0$, stationary phase gives

$$W=\frac{v_0^2}{2}-v_0A-\frac{A^2}{2},$$

whereas the unfrozen condition $p=v_0-A$ gives

$$W=\frac{v_0^2}{2}-v_0A+\frac{A^2}{2}.$$

The frozen gate is too low by $A^2$. For release at the quarter cycle with a flat dipole, the mean energy shifts are 5.33 eV with the full gate and 5.13 eV with the frozen one. The difference is 0.19 eV, and the pulse average of $A^2$ is 0.20 eV. Relative to the streaking shift the error is about $|A|/v_0$, or 4 percent here. It grows for slow electrons and strong infrared fields.

**Q:** At a zero of $A$ there is no shift. Does the gate then do nothing?

**A:** It still has its chirp. Let $F=\exp[-t^2/(4\sigma^2)-ibt^2/2]$, so that the instantaneous frequency is $\Omega+bt$, and let the pulse arrive at $t=0$, where $A=0$ and $E_L=E_0$. To second order $\varphi_p(t)=\varphi_p(0)+\tfrac12\ddot\varphi\,t^2$. The constant drops out of $|a|^2$, and I take $\ddot\varphi=-pE_0$ at the central momentum. For a flat dipole,

$$a\propto\int e^{-\Gamma t^2+iwt}dt=\sqrt{\frac\pi\Gamma}\,e^{-w^2/(4\Gamma)},\qquad\Gamma=\frac1{4\sigma^2}-\frac i2(\ddot\varphi-b).$$

Hence $|a|^2\propto\exp[-\tfrac12w^2\,\mathrm{Re}(1/\Gamma)]$. This is a Gaussian in energy with variance

$$\delta^2=\frac1{\mathrm{Re}(1/\Gamma)}=\frac{|\Gamma|^2}{\mathrm{Re}\,\Gamma}=\frac1{4\sigma^2}+\sigma^2(\ddot\varphi-b)^2 .$$

Right-going electrons have $p>0$ and $\ddot\varphi=-13.62$ eV/fs; left-going ones have the opposite sign. Without infrared or chirp the width is 3.10 eV. With the infrared the gate adds $13.62\times0.1062=1.45$ eV in quadrature, giving 3.42 eV; the full equation gives 3.40 eV.

Now chirp the attosecond pulse by $b=10$ eV/fs at fixed $\sigma$. To the right the chirps reinforce, $|\ddot\varphi-b|=23.62$ eV/fs, and the formula gives 3.99 eV. To the left they partly cancel, leaving 3.62 eV/fs and 3.12 eV. The full equation gives 3.96 and 3.12 eV. One infrared field thus reveals the sign of the pulse chirp through the two emission directions.

**Q:** All this needs a pulse much shorter than the infrared cycle. What if it is long?

**A:** The amplitude still holds, but the expansion about one release time fails. Consider an infrared field of constant amplitude, $A=-A_0\sin\omega t$, during a long attosecond-source pulse. Integrating $\dot\varphi$ gives, apart from a constant,

$$\varphi_p=z\cos\omega t+U_pt-\frac{U_p}{2\omega}\sin2\omega t,\qquad z=\frac{pA_0}\omega,\quad U_p=\frac{A_0^2}{4}.$$

For the present $A_0$ the last term is at most $0.060/(2\times1.550)=0.02$ rad, so I drop it. Then

$$e^{i\varphi_p}\simeq e^{iU_pt}\sum_n i^nJ_n(z)e^{in\omega t}.$$

The time integral selects $W=\Omega-I_p-U_p-n\omega$. The streaked line has become a comb of sidebands spaced by the infrared photon energy, with weights $J_n^2(z)$ for a flat dipole. The same phase gate produces both regimes.

**Q:** Back to the dipole. It contains $\mathbf A(t)$ too, so the infrared also changes the magnitude of the integrand.

**A:** Yes. The gate is purely a phase only if $\mathbf d$ is flat over the relevant velocities. But the dipole is evaluated at the release velocity $\mathbf p+\mathbf A$, which stays near $v_0$ whatever the streaking, so the total yield should hardly change. The full equation gives right-going yields of $2.395\times10^{-6}$ without infrared and $2.396\times10^{-6}$ at the quarter cycle. Both carry a time-step error of about 0.3 percent; with finer time integration they become $2.389\times10^{-6}$ and $2.390\times10^{-6}$.

**Q:** Does the Volkov amplitude reproduce that yield?

**A:** No. With the plane-wave dipole it gives $2.61\times10^{-5}$, too large by a factor of 10.9. The plane wave ignores the potential exactly where the photon is absorbed. The size of the error belongs to the length form $\mathbf r\cdot\mathbf E$ used here: with an approximate final state, the velocity form of the dipole gives a different yield, too large by about 3 in this model. In this model that can be repaired. Define $D=\partial_x+\kappa\tanh\kappa x$ and $D^\dagger=-\partial_x+\kappa\tanh\kappa x$. Multiplying out,

$$D^\dagger D=-\partial_x^2+\kappa^2-2\kappa^2\mathrm{sech}^2\kappa x,\qquad DD^\dagger=-\partial_x^2+\kappa^2 .$$

The field-free Hamiltonian is $(D^\dagger D-\kappa^2)/2$. Its bound state obeys $D\phi_0=0$, so $\phi_0\propto\mathrm{sech}\,\kappa x$. Its continuum states are $D^\dagger e^{ikx}=(\kappa\tanh\kappa x-ik)e^{ikx}$. For $k>0$, division by $\kappa-ik$ makes them plane waves of unit amplitude on the right, where the electron is detected. Moving $D^\dagger$ onto $x\phi_0$ by parts, and using $D(x\phi_0)=\phi_0$,

$$d_s(k)=\frac1{\kappa+ik}\int\frac{e^{-ikx}}{\sqrt{2\pi}}D(x\phi_0)\,dx=\frac{\tilde\phi_0(k)}{\kappa+ik},$$

where $\tilde\phi_0$ is the real momentum wave function. Using $d_s(p+A)$ in the gate integral gives a yield of $2.389\times10^{-6}$, within 0.3 percent of the grid value above. That gap is the time-step error of the grid solution, and it closes with finer integration.

**Q:** That dipole is complex. Does its phase matter?

**A:** It shifts the apparent release time. Apart from a constant, the phase of $d_s$ is $\delta=\arctan(\kappa/k)$. In the gate integral it is evaluated at $v=p+A(t)$. Let $\delta'=d\delta/dW$, taken at energy $v^2/2$. Since $d(v^2/2)/dt=-vE_L$, the stationary condition becomes

$$\frac{v^2}{2}-\delta'vE_L=\frac{v_0^2}{2}.$$

To first order $v=v_0+\delta'E_L$, so

$$p=v_0-A(t)+\delta'E_L(t)\simeq v_0-A(t+\delta').$$

The delay is

$$\delta'=\frac1k\frac{d\delta}{dk}=-\frac{\kappa}{k(k^2+\kappa^2)}=-\frac{1.212}{2.268\times6.615}=-0.0808\ \text{a.u.}=-1.95\ \text{as}.$$

For a pulse at the zero of $A$, switching on the infrared changes the mean momentum by slightly different amounts in the full equation and in the plane-wave Volkov result. The difference between these two changes, divided by $E_0$, is about $-1.9$ as. The pure Volkov amplitude misses this advance.

**Q:** How far would a real measurement depart from your model?

**A:** The photon energy, attosecond duration, wavelength and infrared intensity are roughly typical of gas-phase streaking. The infrared pulse is shorter than usual: its intensity FWHM is only 2.9 fs, about 1.1 cycles. The attosecond peak intensity of $10^{13}$ W/cm² is high for such a source, but in first order it only scales the yield. Infrared ionization is negligible in this model: the ground-state loss on the grid is $4.96\times10^{-6}$ with or without the infrared (about 4 percent of this is time-step error; without infrared the converged value is $4.78\times10^{-6}$, twice the one-sided yield), and the Keldysh parameter is 12.9.

The assumption that a neutral atom breaks most plainly is the short range of the potential, because it leaves a charged ion behind. A classical trajectory started 1 bohr from a unit charge gives an additional delay of about $-6$ as. That is a rough size, since it depends on the chosen starting point, but it exceeds the short-range delay. Absolute release times at this level therefore need the ionic potential, and an atom with several active electrons needs a better dipole as well. The values behind these comparisons are in the numerical output below.

## Computed values

```
binding energy 20.0 eV; XUV photon 90.0 eV
XUV intensity FWHM 250 as; rms 106.2 as
XUV peak intensity 1.0e+13 W/cm2
XUV chirp in the chirped run 10.0 eV/fs
IR wavelength 800 nm; period 2669 as
IR peak intensity 1.0e+12 W/cm2
IR total length 8.01 fs
IR peak field E0 0.00534 a.u.; A0 = E0/omega 0.0937 a.u.
central drift energy 70.0 eV; p0 2.2682 a.u.
kappa 1.2124 a.u.
gate phase at XUV time 0: 3.596 rad
gate phase a quarter cycle later: 0.037 rad
gate phase half a cycle later: -3.182 rad
gate chirp phi'' at time 0, right: -13.62 eV/fs
A at quarter cycle -0.0874 a.u.
momentum shift there, -A: 0.0874 a.u.
momentum shift there, Volkov gate: 0.0846 a.u.
momentum shift there, full equation: 0.0847 a.u.
rms width no IR, no chirp: formula 3.100 eV, full equation 3.105 eV
rms width IR, no chirp: formula 3.421 eV, full equation 3.403 eV
rms width IR, chirp, right: formula 3.987 eV, full equation 3.958 eV
rms width IR, chirp, left: formula 3.124 eV, full equation 3.123 eV
yield right, no IR: full equation 2.395e-06
yield right, no IR: plane-wave dipole 2.612e-05
yield right, no IR: scattering dipole 2.389e-06
yield right, quarter cycle: full equation 2.396e-06
yield right, quarter cycle: scattering dipole 2.389e-06
delay of full equation against Volkov: -1.94 as
scattering delay from phase derivative: -1.95 as
full gate: mean energy shift 5.325 eV
frozen gate: mean energy shift 5.133 eV
full minus frozen 0.192 eV; pulse average of A^2 0.195 eV
relative error of keeping the resonant half: 2.3e-11
ground-state loss: no IR 4.96e-06, with IR 4.96e-06
Keldysh parameter 12.9; IR photon 1.550 eV
ponderomotive energy 0.060 eV
classical Coulomb-tail delay, rough: -6.0 as
```
